# Lifetimes of Hydrogen 3s, 3p, 3d and the Balmer Alpha Rate

**The problem.** A hydrogen atom in the level $n=3$ stands alone in empty space, with no external field. Treat it non-relativistically, with electron and proton bound by the Coulomb force, and ignore fine structure. Let $\mu$ be the reduced mass, $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, and

$$a=\frac{4\pi\varepsilon_0\hbar^2}{\mu e^2}=\frac{\hbar}{\mu c\alpha},\qquad E_n=-\frac{E_I}{n^2},\qquad E_I=\frac{\mu\alpha^2c^2}{2}.$$

The bound states are $R_{nl}(r)Y_{lm}$ with $\int_0^\infty R_{nl}^2r^2dr=1$. With $\rho=r/a$ and $R_{nl}=a^{-3/2}f_{nl}(\rho)$, the radial functions needed are

$$f_{10}=2e^{-\rho},\qquad f_{20}=\frac{1}{\sqrt2}\Big(1-\frac{\rho}{2}\Big)e^{-\rho/2},\qquad f_{21}=\frac{\rho}{2\sqrt6}e^{-\rho/2},$$

$$f_{30}=\frac{2}{3\sqrt3}\Big(1-\frac{2\rho}{3}+\frac{2\rho^2}{27}\Big)e^{-\rho/3},\quad f_{31}=\frac{8\rho}{27\sqrt6}\Big(1-\frac{\rho}{6}\Big)e^{-\rho/3},\quad f_{32}=\frac{4\rho^2}{81\sqrt{30}}e^{-\rho/3}.$$

Use $\alpha=0.00729735$ and $\alpha^5\mu c^2/\hbar=1.60563\times10^{10}\ \mathrm{s^{-1}}$.

## Part (a): the emission rate

**Question.** Starting from Fermi's golden rule and the quantized field, find the rate $A_{fi}$ of spontaneous emission from state $i$ to state $f$ in the electric-dipole approximation.

**Answer.** The electron has charge $-e$ and the proton $+e$. With the centre of mass at rest, their momenta are $\mathbf p$ and $-\mathbf p$. The wavelength is much larger than the atom, so both particles feel the vector potential $\mathbf A$ at the same point, the centre of mass. The terms linear in $\mathbf A$ are then

$$H'=\frac{e}{m_e}\mathbf A\cdot\mathbf p+\frac{e}{m_p}\mathbf A\cdot\mathbf p=\frac{e}{\mu}\mathbf A\cdot\mathbf p.$$

The terms in $\mathbf A^2$ change the photon number by zero or two, so they do not contribute to one-photon emission in first order. Recoil of the atom is neglected.

In a box of volume $V$, the field at the atom is

$$\mathbf A=\sum_{\mathbf k,\boldsymbol\epsilon}\sqrt{\frac{\hbar}{2\varepsilon_0V\omega_k}}\;\boldsymbol\epsilon\,(a_{\mathbf k\boldsymbol\epsilon}+a^\dagger_{\mathbf k\boldsymbol\epsilon}),$$

with real polarization vectors $\boldsymbol\epsilon$ perpendicular to $\mathbf k$. Creating one photon from the vacuum gives a factor 1, so

$$|\langle f,1|H'|i,0\rangle|^2=\frac{e^2}{\mu^2}\,\frac{\hbar}{2\varepsilon_0V\omega}\,|\boldsymbol\epsilon\cdot\mathbf p_{fi}|^2 .$$

The number of photon modes per unit energy, for one polarization and solid angle $d\Omega$, follows from $V k^2dk\,d\Omega/(2\pi)^3$ with $k=\omega/c$ and $dE=\hbar\,d\omega$. It is $V\omega^2d\Omega/(8\pi^3c^3\hbar)$. Multiplying both factors by $2\pi/\hbar$ cancels $V$:

$$dA_{fi}=\frac{e^2\omega}{8\pi^2\varepsilon_0\hbar\mu^2c^3}\,|\boldsymbol\epsilon\cdot\mathbf p_{fi}|^2\,d\Omega .$$

To replace momentum by position, note that $\mathbf r$ commutes with the Coulomb potential, so $[\mathbf r,H_0]=[\mathbf r,\mathbf p^2/2\mu]=i\hbar\mathbf p/\mu$. Between eigenstates the left side is $(E_i-E_f)\mathbf r_{fi}=\hbar\omega\,\mathbf r_{fi}$. Hence

$$\mathbf p_{fi}=-i\mu\omega\,\mathbf r_{fi},\qquad |\boldsymbol\epsilon\cdot\mathbf p_{fi}|^2=\mu^2\omega^2|\boldsymbol\epsilon\cdot\mathbf r_{fi}|^2 .$$

The two polarizations and $\hat{\mathbf k}$ form an orthonormal set, so the polarization sum is $|\mathbf r_{fi}|^2-|\hat{\mathbf k}\cdot\mathbf r_{fi}|^2$. Since $\int\hat k_i\hat k_j\,d\Omega=\frac{4\pi}{3}\delta_{ij}$, the integral over directions gives $(4\pi-\frac{4\pi}{3})|\mathbf r_{fi}|^2=\frac{8\pi}{3}|\mathbf r_{fi}|^2$. Therefore

$$A_{fi}=\frac{e^2\omega^3}{3\pi\varepsilon_0\hbar c^3}|\mathbf r_{fi}|^2=\frac{4\alpha\omega^3}{3c^2}|\mathbf r_{fi}|^2 .$$

## Part (b): angular factors and open channels

**Question.** Sum the rate over the final $m'$. Show that the result does not depend on the initial $m$, and list the allowed decays of 3s, 3p and 3d.

**Answer.** Write $\mathbf r=r\hat{\mathbf r}$. The radial and angular integrals separate:

$$\sum_{m'}|\mathbf r_{fi}|^2=I^2S_{l'},\qquad I=\int_0^\infty R_{n'l'}R_{nl}\,r^3dr,\qquad S_{l'}=\sum_{i=1}^3\sum_{m'}|\langle l'm'|\hat r_i|lm\rangle|^2 .$$

First, find which $l'$ occur. The function $H=r^lY_{lm}$ is a homogeneous polynomial of degree $l$ with $\nabla^2H=0$. For $G=\partial_iH$, which is harmonic and of degree $l-1$,

$$\nabla^2(x_iH)=2G,\qquad \nabla^2(r^2G)=6G+4(l-1)G=(4l+2)G .$$

Thus $x_iH-r^2G/(2l+1)$ is harmonic and of degree $l+1$. It follows that $\hat r_iY_{lm}$ is a sum of one part with angular momentum $l+1$ and one with $l-1$. Hence $l'=l\pm1$.

Next, find the two weights $S_{l\pm1}$. Because $\sum_i\hat r_i^2=1$,

$$S_{l+1}+S_{l-1}=1 .$$

A second equation comes from the angular Laplacian $\Lambda$, for which $-\Lambda Y_{lm}=l(l+1)Y_{lm}$. Each $\hat r_i$ is a harmonic with $l=1$, so $-\Lambda\hat r_i=2\hat r_i$. The product rule gives

$$-\Lambda(\hat r_iY_{lm})=[2+l(l+1)]\,\hat r_iY_{lm}-2\nabla_\Omega\hat r_i\cdot\nabla_\Omega Y_{lm}.$$

Multiply by $\hat r_i$ and sum over $i$. The last term vanishes, since $\sum_i\hat r_i\nabla_\Omega\hat r_i=\frac12\nabla_\Omega(1)=0$. Taking the expectation value in $Y_{lm}$ gives

$$(l+1)(l+2)S_{l+1}+l(l-1)S_{l-1}=l(l+1)+2 .$$

Inserting $S_{l-1}=1-S_{l+1}$ gives $(4l+2)S_{l+1}=2l+2$, so

$$S_{l+1}=\frac{l+1}{2l+1},\qquad S_{l-1}=\frac{l}{2l+1}.$$

Both cases read $S_{l'}=l_>/(2l+1)$, where $l_>$ is the larger of $l$ and $l'$. The number $m$ has dropped out: all orbitals of a subshell have the same lifetime, although their emission patterns may differ.

The lower levels are 1s, 2s and 2p. Transitions within $n=3$ have $\omega=0$ in this model and therefore no rate. The allowed decays are

- 3s→2p, with $S=1$;
- 3p→1s and 3p→2s, each with $S=1/3$;
- 3d→2p, with $S=2/5$.

## Part (c): radial integrals

**Question.** Evaluate $J=I/a$ for the four decays.

**Answer.** In terms of $\rho$, $J=\int_0^\infty f_{n'l'}f_{3l}\,\rho^3d\rho$. Each term is of the form $\int_0^\infty\rho^ke^{-\beta\rho}d\rho=k!/\beta^{k+1}$. For decays to $n'=2$, $\beta=\frac12+\frac13=\frac56$. Put $b=1/\beta=6/5$.

For 3s→2p the prefactors multiply to $1/(9\sqrt2)$, and

$$J=\frac{1}{9\sqrt2}\int_0^\infty\Big(\rho^4-\frac{2\rho^5}{3}+\frac{2\rho^6}{27}\Big)e^{-5\rho/6}d\rho
=\frac{b^5}{9\sqrt2}\Big(24-80b+\frac{160}{3}b^2\Big).$$

The bracket is $24-96+76.8=4.8$. With $b^5=7776/3125$,

$$J(3s\to2p)=\frac{10368\sqrt2}{15625}=0.9384 .$$

For 3p→2s the prefactor is $4/(27\sqrt3)$, and $(1-\rho/6)(1-\rho/2)=1-2\rho/3+\rho^2/12$. Thus

$$J=\frac{4b^5}{27\sqrt3}(24-80b+60b^2)=\frac{4b^5}{27\sqrt3}(14.4)=\frac{27648\sqrt3}{15625}=3.0648 .$$

For 3d→2p the prefactor is $1/(243\sqrt5)$, and a single power remains:

$$J=\frac{720\,b^7}{243\sqrt5}=\frac{165888}{15625\sqrt5}=4.7480 .$$

For 3p→1s, $\beta=1+\frac13=\frac43$ and the prefactor is $16/(27\sqrt6)$:

$$J=\frac{16}{27\sqrt6}\Big[24\Big(\frac34\Big)^5-20\Big(\frac34\Big)^6\Big]
=\frac{16}{27\sqrt6}\Big(\frac34\Big)^5(24-15)=\frac{27\sqrt6}{128}=0.5167 .$$

Among the decays to $n'=2$, 3s→2p has the smallest $J$. Its integrand is negative between the nodes of the 3s function, $\rho=(9\mp3\sqrt3)/2\approx1.9$ and $7.1$, and positive outside them, so these regions partly cancel. The integrand for 3p→2s also changes sign twice, at $\rho=2$ and $6$. Apart from the prefactor, it differs only in the coefficient of $\rho^2$ in the polynomial, $1/12$ instead of $2/27$. This makes it larger at every $\rho$ and raises the bracket from 4.8 to 14.4. The product for 3d→2p has one sign everywhere, so nothing cancels.

## Part (d): the four rates

**Question.** Express the rates through $\alpha^5\mu c^2/\hbar$ and rational numbers, and evaluate them.

**Answer.** With $\Delta=1/n'^2-1/9$, the photon frequency is $\omega=E_I\Delta/\hbar=\mu\alpha^2c^2\Delta/(2\hbar)$. Substituting this and $I=aJ=\hbar J/(\mu c\alpha)$ into part (a) gives

$$A=\frac{4\alpha}{3c^2}\cdot\frac{\mu^3\alpha^6c^6\Delta^3}{8\hbar^3}\cdot\frac{\hbar^2}{\mu^2c^2\alpha^2}\,S_{l'}J^2
=\frac{\alpha^5\mu c^2}{\hbar}\cdot\frac{\Delta^3S_{l'}J^2}{6}.$$

For $n'=1$, $\Delta=8/9$ and the wavelength is 102.6 nm (Lyman beta). For $n'=2$, $\Delta=5/36$ and it is 656.5 nm (Balmer alpha). The 3p→1s coefficient is

$$\frac16\cdot\frac{512}{729}\cdot\frac13\cdot\frac{2187}{8192}=\frac1{96}.$$

For the decays to $n'=2$, the common factor is $\Delta^3/6=125/279936$. Multiplication by $S_{l'}J^2$ gives the other coefficients:

$$\begin{aligned}
A(3s\to2p)&=\frac{768}{1953125}\,\frac{\alpha^5\mu c^2}{\hbar}=6.314\times10^6\ \mathrm{s^{-1}},\\
A(3p\to1s)&=\frac1{96}\,\frac{\alpha^5\mu c^2}{\hbar}=1.6725\times10^8\ \mathrm{s^{-1}},\\
A(3p\to2s)&=\frac{8192}{5859375}\,\frac{\alpha^5\mu c^2}{\hbar}=2.245\times10^7\ \mathrm{s^{-1}},\\
A(3d\to2p)&=\frac{196608}{48828125}\,\frac{\alpha^5\mu c^2}{\hbar}=6.465\times10^7\ \mathrm{s^{-1}}.
\end{aligned}$$

The rates are proportional to $\mu$. Since $\mu/m_e=0.99946$, an infinitely heavy nucleus would make them larger by about 0.05 %. The largest rate is about $10^{-8}$ of its transition frequency, so the atom oscillates many times before it decays, as the golden rule requires.

## Part (e): lifetimes and branching of 3p

**Question.** Find the three lifetimes and the 3p branching ratios. Explain why 3p decays mainly to 1s although its radial integral with 2s is larger.

**Answer.** Independent decay channels add their rates. The population of a subshell obeys $\dot N=-N\sum_fA_f$, so it falls exponentially with $\tau=1/\sum_fA_f$:

$$\tau_{3s}=\frac{1}{6.314\times10^6\ \mathrm{s^{-1}}}=158\ \mathrm{ns},\qquad
\tau_{3d}=\frac{1}{6.465\times10^7\ \mathrm{s^{-1}}}=15.5\ \mathrm{ns},$$

$$\tau_{3p}=\frac{1}{(16.725+2.245)\times10^7\ \mathrm{s^{-1}}}=5.27\ \mathrm{ns}.$$

The probability that a 3p atom takes a given channel is that channel's share of the total rate:

$$B(3p\to1s)=\frac{16.725}{18.970}=0.882,\qquad B(3p\to2s)=\frac{2.245}{18.970}=0.118 .$$

Both channels have the same angular factor, so their ratio contains just frequencies and radial integrals. The frequency ratio is $(8/9)/(5/36)=6.4$, and its cube is 262.1. The squared radial integral favours 2s by a factor 35.18. The net ratio is $262.1/35.18=7.45$ in favour of 1s.

Without the 1s channel, 3p would live for $1/(2.245\times10^7\ \mathrm{s^{-1}})\approx44.5$ ns, longer than 3d. Its short lifetime is thus due to the ultraviolet decay. The levels 3s and 3d emit at the same frequency, and their rates differ through $S_{l'}J^2$ alone: $0.881$ for 3s against $\frac25(22.54)=9.02$ for 3d, a factor of about 10.

## Part (f): the averaged Balmer alpha rate

**Question.** All sublevels of $n=3$ are equally populated. Find the rate of Balmer alpha emission per $n=3$ atom. Is its inverse a lifetime?

**Answer.** The subshells contain 1, 3 and 5 orbitals. Spin doubles each number and leaves the weights $w_l=(2l+1)/9$ unchanged. By part (b), every orbital of a subshell has the same rate. Thus

$$A_{\rm av}=\frac{A(3s\to2p)+3A(3p\to2s)+5A(3d\to2p)}{9}$$

$$=\frac{6.314+3(22.448)+5(64.651)}{9}\times10^6\ \mathrm{s^{-1}}=4.41\times10^7\ \mathrm{s^{-1}}.$$

Its inverse, 22.7 ns, is not the lifetime of any of these subshells. Moreover, $A_{\rm av}$ leaves out the decay 3p→1s. Including it gives an average total decay rate of $9.99\times10^7\ \mathrm{s^{-1}}$. The value $A_{\rm av}$ applies at an instant when the populations are equal. It continues to apply if some process redistributes the atoms among the sublevels much faster than they decay.

## Part (g): emission after a single excitation

**Question.** At $t=0$ a pulse populates the nine orbitals equally, without coherence between them. Nothing mixes or refills them afterwards. Find the Balmer alpha signal $S(t)$ per initially excited atom and the mean number of Balmer alpha photons. Is the decay a single exponential?

**Answer.** Let $A_l$ be the Balmer alpha rate of subshell $3l$. Each subshell now decays with its own lifetime:

$$S(t)=\sum_{l=0}^2w_lA_le^{-t/\tau_l},\qquad
\int_0^\infty S\,dt=\sum_lw_lA_l\tau_l .$$

The product $A_l\tau_l$ is the branching ratio to $n=2$, which is 1 for 3s and 3d. The photon yield is therefore

$$\frac{1+3(0.1183)+5}{9}=0.706 .$$

The remaining 0.294 of the atoms emit Lyman beta instead.

The signal is not a single exponential. It starts at $4.41\times10^7\ \mathrm{s^{-1}}$, falls to $1.064\times10^7\ \mathrm{s^{-1}}$ at 20 ns, and reaches $1.985\times10^5\ \mathrm{s^{-1}}$ at 200 ns. An exponential drawn through the first two values has a decay time of $20/\ln(44.10/10.64)\approx14$ ns. One through the last two has $180/\ln(106.4/1.985)\approx45$ ns.

At 200 ns the 3s term alone is

$$\frac{6.314\times10^6\ \mathrm{s^{-1}}}{9}\,e^{-200/158.4}\approx1.98\times10^5\ \mathrm{s^{-1}},$$

which is nearly the whole signal. The late decay therefore measures $\tau_{3s}$, while the early signal comes mostly from 3d.

## Part (h): limits of the calculation

**Question.** How good is the dipole approximation here, and which changes in the surroundings would invalidate the results?

**Answer.** The dipole approximation replaces the photon phase $e^{-i\mathbf k\cdot\mathbf r}$ by 1. This requires $kr\ll1$ wherever the orbitals contribute. At $r=a$ the phase scale is $ka=\alpha\Delta/2$, or 0.0032 for Lyman beta and 0.0005 for Balmer alpha. For Lyman beta the 1s function confines the integrand to $r\lesssim10a$, where $kr$ is at most 0.032. The Balmer alpha integrands reach further (27 % of $J$ for 3d→2p comes from $r>10a$), but even at $r=30a$ the phase is only 0.015. In the numerical check, the phase is retained in the electron's relative coordinate, with recoil and spin omitted. The total decay rates then change by at most $1.1\times10^{-5}$, relative to their dipole values. The phase also opens dipole-forbidden decays. The fastest is 3d→1s, at 594 $\mathrm{s^{-1}}$, about $9\times10^{-6}$ of the 3d→2p rate; 3d→2s and 3p→2p follow at about 51 and 24 $\mathrm{s^{-1}}$. Taking the phase separately at the electron and at the proton, with positions measured from the centre of mass, multiplies these rates by $[(m_p-m_e)/(m_p+m_e)]^2$ and lowers the first to 592 $\mathrm{s^{-1}}$.

That comparison does not measure relativistic corrections. Their natural relative scale is $\alpha^2\approx5\times10^{-5}$, but their coefficients have not been calculated here. Two-photon decay is also omitted. Three significant digits are a reasonable precision for the lifetimes.

The surroundings can matter more:

- A static electric field couples states whose $l$ differs by one. In this model the $n=3$ states are degenerate, and a field of about 1 V/cm already mixes them strongly. In real hydrogen, fine structure and the Lamb shift separate the levels, and 3s is strongly affected only at fields of order 10 V/cm. With $m$ counted along the field, the orbitals with $m=0$ and $m=\pm1$ then become mixtures of different $l$, with lifetimes that differ from the field-free ones. When the mixing in this model is complete, the $m=\pm1$ states live 7.9 ns and the three $m=0$ states 9.3, 9.3 and 22.1 ns. In this spinless model the 3d orbitals with $m=\pm2$ have no partner within $n=3$ and stay pure.
- In a gas that reabsorbs Lyman beta, a photon from 3p→1s can excite another atom to 3p. The single-atom rates stay the same, but the excitation survives longer and gets further chances to produce Balmer alpha.
- Radiation already present at the frequency of a transition between $n=3$ and another level adds stimulated emission or absorption. These additions are small when the mean photon number per mode at such frequencies is much smaller than 1.

## Numbers as computed

```
fine-structure constant alpha = 0.007297353
reduced mass / electron mass = 0.9994557
Bohr radius with reduced mass a = 5.294654e-11 m
ionization energy E_I = 2.178686e-18 J
alpha^5 mu c^2/hbar = 1.60563e+10 s^-1
n=3 to 1: omega = 1.83639e+16 rad/s
n=3 to 1: wavelength = 102.573 nm
n=3 to 1: e^2 w^3 a^2/(3 pi eps0 hbar c^3) = 1.87947e+09 s^-1
n=3 to 2: omega = 2.86937e+15 rad/s
n=3 to 2: wavelength = 656.470 nm
n=3 to 2: e^2 w^3 a^2/(3 pi eps0 hbar c^3) = 7.16961e+06 s^-1
3s-2p: I/a = 0.93840, (I/a)^2 = 0.88060
3s-2p: A/(alpha^5 mu c^2/hbar) = 768/1953125 = 3.932160e-04
3s-2p: A = 6.3136e+06 s^-1
3p-1s: I/a = 0.51669, (I/a)^2 = 0.26697
3p-1s: A/(alpha^5 mu c^2/hbar) = 1/96 = 1.041667e-02
3p-1s: A = 1.6725e+08 s^-1
3p-2s: I/a = 3.06482, (I/a)^2 = 9.39309
3p-2s: A/(alpha^5 mu c^2/hbar) = 8192/5859375 = 1.398101e-03
3p-2s: A = 2.2448e+07 s^-1
3d-2p: I/a = 4.74799, (I/a)^2 = 22.54342
3d-2p: A/(alpha^5 mu c^2/hbar) = 196608/48828125 = 4.026532e-03
3d-2p: A = 6.4651e+07 s^-1
3s: total rate = 6.3136e+06 s^-1, lifetime = 158.389 ns
3p: total rate = 1.8970e+08 s^-1, lifetime = 5.271 ns
3d: total rate = 6.4651e+07 s^-1, lifetime = 15.468 ns
3p branching to 1s = 0.8817
3p branching to 2s = 0.1183
3p: A(1s)/A(2s) = 7.451
3p: omega^3 ratio 1s/2s = 262.144
3p: I^2 ratio 2s/1s = 35.184
averaged Balmer alpha rate = 4.4102e+07 s^-1
averaged total decay rate of n=3 = 9.9852e+07 s^-1
Balmer alpha photons per excited atom = 0.7061
Balmer alpha signal per initial atom at 0 ns = 4.4102e+07 s^-1
Balmer alpha signal per initial atom at 20 ns = 1.0644e+07 s^-1
Balmer alpha signal per initial atom at 200 ns = 1.9853e+05 s^-1
largest relative rate change from photon phase = 1.1e-05
3d-1s rate allowed by photon phase = 593.7 s^-1
```
